# A Large Electrostatic Term Does Not Prove an Ionic Bond

**The argument under review.** The submission decomposes the bonding in dimethylzinc, Zn(CH₃)₂, starting from a neutral zinc atom and two neutral methyl radicals. It finds an electrostatic term of −7.86 eV and an orbital term of −8.55 eV. It then reasons: "Electrostatic attraction is attraction between charges. It supplies 48 percent of the attractive energy, so the zinc–carbon bond is about half ionic."

My objection is to the inference. The submission needs to answer one question: what can this electrostatic term be when neither fragment carries a net charge?

**What the term measures**

In this kind of energy decomposition, the interaction energy is written as

$$\Delta E=\Delta E_{\rm elst}+\Delta E_{\rm Pauli}+\Delta E_{\rm orb}.$$

The first term is the classical Coulomb energy between fragments whose densities are frozen in their isolated form. The second is the cost of antisymmetrising the product of the fragment wavefunctions. The third is the energy gained when the orbitals relax to those of the molecule. Charge can flow between fragments in the third step, after the electrostatic term has been fixed.

The simplest test case is a pair of hydrogen atoms with fixed nuclei a distance $R$ apart. I use atomic units. Each atom keeps its density $\rho(r)=e^{-2r}/\pi$, which holds one electron. The frozen Coulomb energy is

$$E(R)=\frac1R-2V+J,$$

where $V$ is the magnitude of the attraction between one cloud and the other nucleus, and $J$ is the repulsion between the clouds. There are no ions in this model. If the submission's reading were right, $E$ should vanish.

**The potential of a neutral atom**

At distance $r$ from its nucleus, an atom has the nuclear potential $1/r$, reduced by its electrons. Electrons inside $r$ act as if at the centre, and a shell of radius $t>r$ contributes $1/t$ per unit charge. Since $4\pi t^2\rho=4t^2e^{-2t}$ integrates to one,

$$\phi(r)=\frac1r-\frac1r\int_0^r4t^2e^{-2t}dt-\int_r^\infty4te^{-2t}dt
=\int_r^\infty4t^2e^{-2t}\left(\frac1r-\frac1t\right)dt .$$

The potential at $r$ thus comes from the electrons outside $r$, which fail to screen the nucleus. The two integrals needed are

$$\int_r^\infty4t^2e^{-2t}dt=e^{-2r}(2r^2+2r+1),\qquad
\int_r^\infty4te^{-2t}dt=e^{-2r}(2r+1).$$

Dividing the first by $r$ and subtracting the second gives

$$\phi(r)=e^{-2r}\left(1+\frac1r\right).$$

A spherical neutral atom has no multipole moments, so this potential has no inverse-power tail. What remains is penetration: a probe inside the cloud sees an incompletely screened nucleus.

**The energy of the pair**

Place atom A, nucleus and cloud together, in the potential of atom B:

$$E=\phi(R)-\int\rho_A\phi_B\,d^3r .$$

This is the same energy as before, because $\phi(R)=1/R-V$ and $\int\rho_A\phi_B\,d^3r=V-J$.

Divide cloud A into shells of radius $s$ about nucleus A. On such a shell, the distance $t$ to nucleus B obeys $t^2=s^2+R^2-2sR\cos\theta$, so $t\,dt=sR\sin\theta\,d\theta$. The average of $\phi_B$ over the shell is therefore

$$M(s)=\frac12\int_0^\pi\phi(t)\sin\theta\,d\theta=\frac1{2sR}\int_{|R-s|}^{R+s}t\phi(t)\,dt .$$

Here $t\phi(t)=e^{-2t}(1+t)$, which is minus the derivative of $G(t)=e^{-2t}(t/2+3/4)$. Hence

$$M(s)=\frac{G(|R-s|)-G(R+s)}{2sR}.$$

The electronic part of the energy needs

$$K=\int_0^\infty4s^2e^{-2s}M(s)\,ds=\frac2R\,(I_1+I_2-I_3).$$

The integral $I_1$ contains $G(R-s)$ for $s<R$, where the factors $e^{-2s}$ and $e^{2s}$ cancel:

$$I_1=e^{-2R}\int_0^R s\left(\frac{R-s}2+\frac34\right)ds
=e^{-2R}\left(\frac{R^3}{12}+\frac{3R^2}8\right).$$

The integral $I_2$ contains $G(s-R)$ for $s>R$. With $s=R+u$,

$$I_2=e^{-2R}\int_0^\infty(R+u)e^{-4u}\left(\frac u2+\frac34\right)du
=e^{-2R}\left(\frac{7R}{32}+\frac1{16}\right).$$

The integral $I_3$ contains $G(R+s)$ for all $s$:

$$I_3=e^{-2R}\int_0^\infty s\,e^{-4s}\left(\frac{R+s}2+\frac34\right)ds
=e^{-2R}\left(\frac R{32}+\frac1{16}\right).$$

The last two results use $\int_0^\infty e^{-4u}du=1/4$, $\int_0^\infty ue^{-4u}du=1/16$ and $\int_0^\infty u^2e^{-4u}du=1/32$. Adding up,

$$K=e^{-2R}\left(\frac{R^2}6+\frac{3R}4+\frac38\right).$$

Subtracting $K$ from $\phi(R)$ gives

$$\boxed{E(R)=e^{-2R}\left(\frac1R+\frac58-\frac{3R}4-\frac{R^2}6\right)}$$

At $R=2$ bohr the bracket is $1/2+5/8-3/2-2/3=-25/24$, and $e^{-4}=0.018316$. Thus $E=-0.01908$ hartree, or −0.519 eV. The separate pieces show the balance: $0.50000-2(0.47253)+0.42597$ hartree. A Fourier integral over the atomic form factors gives the same energy to the printed digits.

Two neutral atoms therefore attract electrostatically without any transfer of charge. The attraction is not universal. At small $R$ the formula becomes $1/R-11/8$ plus terms that vanish with $R$, so nuclear repulsion wins. The sign changes at 1.378 bohr, and the strongest attraction, −0.0196 hartree, lies at 1.87 bohr.

**Why the overlap attracts, and when it does not**

Poisson's equation gives $\nabla^2\phi_B=4\pi\rho_B$ away from nucleus B, positive because electrons are negative. Let $N_B(s)$ be the number of B's electrons inside the sphere of radius $s$ about nucleus A. Gauss's law for that sphere gives

$$\frac{dM}{ds}=\frac{N_B(s)}{s^2}\quad(s<R),\qquad
\frac{dM}{ds}=\frac{N_B(s)-1}{s^2}\quad(s>R).$$

The −1 appears once the sphere encloses nucleus B. Starting from $M(0)=\phi(R)$, the average rises until $s=R$. It then falls towards zero, because $N_B<1$. It must cross $\phi(R)$ once more, at some $s^*>R$. Electrons of A on shells inside $s^*$ gain more energy in the field of B than nucleus A loses per unit charge, so these shells attract. Shells outside $s^*$ repel.

At 2 bohr, $s^*=2.65$ bohr. Shells with $s<R$ contribute −0.0165 hartree, those between $R$ and $s^*$ contribute −0.0042, and those beyond $s^*$ contribute +0.0016. At 1 bohr, $s^*$ shrinks to 1.12 bohr and the outer shells contribute +0.1128 hartree. This outweighs the attractive −0.0169, and the total is repulsive.

A control case isolates the role of overlap. Replace each cloud by a uniform ball of radius 0.9 bohr holding one electron. At 2 bohr the balls are separate, each lies where the other's potential is zero, and the energy vanishes. At 1.2 bohr they overlap, although neither nucleus has entered the other cloud, and the energy is −0.0231 hartree. The atoms are neutral in both cases.

**What the ionic reading would infer**

Suppose one interprets the hydrogen result as the attraction of charges $+q$ and $-q$, so that $E=-q^2/R$. At 2 bohr this gives

$$q=\sqrt{0.01908\times2}=0.195\ e .$$

The two atoms are equivalent by symmetry, so neither can carry a net charge. The fictitious charge also depends on distance: the same formula gives about 0.14 at 3 bohr, 0.08 at 4 bohr and 0.004 at 8 bohr. At 1 bohr, where $E$ is positive, it gives no real charge.

The distance law separates the two mechanisms. For large $R$, the frozen energy approaches $-(R^2/6)e^{-2R}$, whereas a pair of unit ions has $-1/R$. At 8 bohr the full formula gives $-1.8\times10^{-6}$ hartree, of which this leading term supplies about two thirds, while the unit ions have −0.125 hartree.

Nor does the frozen term account for the bond in H₂. At 2 bohr, full configuration interaction in the cc-pVTZ basis gives an interaction energy of −0.137 hartree relative to two atoms. The cc-pVQZ basis gives −0.138 hartree. The frozen term equals 14 percent of either value. At 1.4 bohr, close to the equilibrium length of H₂, it is a mere −0.0023 hartree. The rest of the binding comes from what the frozen classical model omits: exchange, relaxation and correlation of the electrons.

**The same question for dimethylzinc**

I now return to the submission's molecule, at Hartree–Fock level in the def2-SVP basis. The geometry is linear at zinc, with Zn–C 1.93 Å, C–H 1.10 Å and Zn–C–H 111°. The neutral reference is ground-state zinc and two methyl radicals of opposite spin, held in their molecular geometry.

Ground-state zinc has closed shells and is spherical. The argument given for hydrogen carries over: its potential at $r$ comes from its own electrons beyond $r$, and it has no multipoles. Whatever dipole the methyl radical has, there is no long-range field of zinc for it to meet. The frozen zinc–methyl energy is therefore entirely penetration. It is −3.935 eV per methyl group, and two such terms give −7.87 eV. The total of −7.86 eV leaves about 0.01 eV for the methyl–methyl term. The quantity offered as evidence of ionic bonding is thus the interaction of a neutral, unpolarised metal atom with its neighbours.

Stretching one frozen zinc–methyl pair, with the methyl shape held fixed, confirms this. The energy weakens to −0.264 eV at 3.00 Å, a factor of 15 in magnitude, while a $1/R$ law would give a factor of 1.6. In def2-TZVP the value at 3.00 Å is −0.285 eV and the factor is 14. At 7.00 Å it is a few millionths of an eV. The precise figure there depends on the tails of the basis functions and has no further meaning.

For comparison, a frozen Zn²⁺–CH₃⁻ pair at 7.00 Å has −4.30 eV, close to the −4.11 eV of point charges +2 and −1 placed at zinc and carbon. That is how an electrostatic term between ions behaves.

**The percentage depends on the fragments**

The same molecule can be assembled from Zn²⁺ and two CH₃⁻. The geometry, basis and final wavefunction are held fixed; the reference fragments change. Energies are in eV.

| Fragments | Electrostatic | Pauli | Orbital | Total |
|---|---:|---:|---:|---:|
| neutral | −7.86 | 13.49 | −8.55 | −2.93 |
| ionic | −39.77 | 13.78 | −4.61 | −30.60 |

The "percent electrostatic" is

$$\frac{7.86}{7.86+8.55}=47.9\%\qquad\text{or}\qquad\frac{39.77}{39.77+4.61}=89.6\%.$$

One final density cannot be both 48 and 90 percent ionic. The ratio describes a path from chosen fragments to the molecule. The totals differ by 27.67 eV, which is the energy needed at this level to turn the neutral fragments into the ionic ones.

The neutral path also assigns charge flow to a place the submission does not expect. If electrons move from zinc to methyl, the energy of that movement enters $\Delta E_{\rm orb}$, which the submission counts as covalent.

**Is the bond polar?**

It may well be. Intrinsic atomic orbitals, applied to the final Hartree–Fock molecule, assign zinc a charge of +1.28 $e$. This is evidence about the molecule's electron distribution, which the frozen term cannot supply. It is not a unique measure. The value is unchanged in def2-TZVP, but a PBE density gives +1.14 $e$, and a Mulliken partition of the same Hartree–Fock density gives +0.67 $e$. The submission's conclusion that the bond has ionic character could survive, but its argument does not support it. Equally, my objection does not show that the bond is nonpolar.

**How far the numbers can be trusted**

Dimethylzinc is a real vapour-deposition precursor, and the geometry is a rough typical one for the isolated molecule. The table below varies one setting at a time for the neutral zinc–methyl term of −3.935 eV.

| Change | Result (eV) |
|---|---:|
| def2-TZVP basis | −3.972 |
| PBE densities | −3.895 |
| scalar relativity (X2C) on Zn | −3.905 |
| Zn–C longer by 0.05 Å | −3.491 |

The first three shifts are about 1 percent; adding diffuse functions (def2-SVPD) gives −4.03 eV, a shift of 2 percent. The relativistic value is an estimate, as the small basis limits how far the zinc core can adapt. The bond length matters most: 0.05 Å weakens the term by 11 percent, so vibration, or adsorption on a growth surface that stretches the bond, would change it noticeably. A surface would also add interactions that are absent here.

The total of −2.93 eV is not a measured dissociation energy. Hartree–Fock omits electron correlation, the methyl radicals are not relaxed, and basis-set superposition error remains. The neutral total becomes −2.80 eV in def2-TZVP and −3.10 eV in def2-SVPD, which adds diffuse functions, while the neutral percentage stays at 48. The ionic row is less secure, because the methyl anion has no diffuse functions in def2-SVP and its highest occupied orbital lies at +0.24 eV. In def2-TZVP and def2-SVPD the ionic electrostatic term is −40.9 and −38.7 eV, the Pauli term 16.2 and 14.3 eV, the total −29.8 eV in both, and the percentage 89 and 88. The gap of 27.67 eV falls to 27.0 and 26.7 eV, and the ion pair at 7.00 Å moves from −4.30 to −4.33 and −4.32 eV. The contrast between the two percentages survives these changes. A differently prepared neutral zinc atom, such as an excited open-shell one, would give yet another decomposition. None of these reservations turns the penetration energy of a neutral atom into evidence of ions.

**Requested revision**

The submission should state the charge and electronic state of each fragment beside every decomposition, and withdraw the phrase "half ionic". A claim about ionicity should rest on the final density, with charges from more than one partition scheme. The electrostatic term can remain in the discussion as the Coulomb energy of the stated frozen fragments. The numerical output that follows gives the values used in this comment.

## Computed values

```
HYDROGEN PAIR, frozen 1s densities
distance R = 2.0 bohr
nuclear repulsion 1/R = 0.500000 hartree
one cloud-nucleus attraction V = 0.472527 hartree
cloud-cloud repulsion J = 0.425974 hartree
neutral-atom potential phi(R) = 0.027473 hartree/e
E(R), formula = -0.019079 hartree = -0.5192 eV
E(R), Fourier integral = -0.019079 hartree
E(R), Gaussian-basis atoms = -0.019079 hartree
R = 1.0 bohr: crossover shell radius s* = 1.1235 bohr
  shells s < R -0.014111, R < s < s* -0.002794, s > s* 0.112768 hartree
R = 2.0 bohr: crossover shell radius s* = 2.6526 bohr
  shells s < R -0.016472, R < s < s* -0.004203, s > s* 0.001597 hartree
sign change at R = 1.3784 bohr
strongest attraction at R = 1.8725 bohr: -0.019611 hartree
apparent charge sqrt(-E R) = 0.1953 e
R = 1.0 bohr: E = 9.586e-02 hartree, unit ions -1/R = -1.0000 hartree
R = 1.4 bohr: E = -2.273e-03 hartree, unit ions -1/R = -0.7143 hartree
R = 3.0 bohr: E = -6.920e-03 hartree, unit ions -1/R = -0.3333 hartree
R = 4.0 bohr: E = -1.607e-03 hartree, unit ions -1/R = -0.2500 hartree
R = 8.0 bohr: E = -1.791e-06 hartree, unit ions -1/R = -0.1250 hartree
balls of radius 0.9 bohr, R = 2.0 bohr: |E| = 1.2e-08 hartree (numerical zero)
same balls, R = 1.2 bohr: E = -0.02309 hartree
H2 binding at 2 bohr, full CI/cc-pVTZ = -0.13655 hartree
frozen term / H2 binding = 14.0 percent
DIMETHYLZINC, HF/def2-SVP
Zn-C 1.93 A, C-H 1.10 A, Zn-C-H 111 degrees
neutral fragments: elst -7.86, Pauli 13.49, orb -8.55 eV
neutral fragments: total interaction -2.93 eV, elst/(elst+orb) 47.9 percent
ionic fragments: elst -39.77, Pauli 13.78, orb -4.61 eV
ionic fragments: total interaction -30.60 eV, elst/(elst+orb) 89.6 percent
IAO charge of Zn in the molecule = 1.278 e
ONE Zn-METHYL PAIR, frozen Coulomb energy
neutral, Zn-C 1.93 A: -3.935 eV
neutral, Zn-C 3.00 A: -0.264 eV
neutral, Zn-C 7.00 A: -2.7e-06 eV
ionic, Zn-C 1.93 A: -22.158 eV
ionic, Zn-C 7.00 A: -4.297 eV
point charges +2 and -1 at 7.00 A: -4.114 eV
SIZE OF NEGLECTED EFFECTS, neutral pair near 1.93 A
def2-TZVP basis: -3.972 eV
PBE densities: -3.895 eV
scalar X2C density on Zn: -3.905 eV
Zn-C longer by 0.05 A: -3.491 eV
```
